# Matching a photon mass to an energy cutoff in radiative level shifts: verification in Python

```python
# Result under test: a photon rest energy lam and a lower cutoff eps on massless transverse
# photons give the same soft logarithm if ln(lam) = ln(2 eps) - 5/6 (transverse -1, longitudinal +1/6).
# Atomic units, c = 1/alpha. kap = c|k|, om = sqrt(kap^2+lam^2), Delta = E_n - E_a,
# W = (kap/om)(1+lam^2/(2 om^2)), G(w) = sum_n |p_na|^2 Delta/(Delta+w).
# Hydrogen 1s: D(lam) = int_0^lam G + int_lam^inf (1-W) G ; C(eps) = int_0^eps G ; prefactor 2 alpha^3/(3 pi).
import numpy as np, sympy as sp
from scipy.integrate import quad
from scipy.special import beta as Beta
from scipy.constants import alpha, physical_constants as pc, h, e as qe, hbar, c as clight

def gl(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5*(b-a)*x + 0.5*(a+b), 0.5*(b-a)*w

# polarization vectors of the massive photon
rng = np.random.default_rng(1)
g = np.diag([1., -1, -1, -1])
lam, kap = 0.7, 1.9
om = np.hypot(lam, kap)
n = rng.normal(size=3); n /= np.linalg.norm(n)
e1 = np.cross(n, [0.3, 1, -0.2]); e1 /= np.linalg.norm(e1); e2 = np.cross(n, e1)
q = np.r_[om, kap*n]; eL = np.r_[kap, om*n]/lam
pols = [np.r_[0, e1], np.r_[0, e2], eL]
assert np.allclose(sum(np.outer(p, p) for p in pols), -g + np.outer(q, q)/lam**2, atol=1e-12)
j = rng.normal(size=3); J = np.r_[kap*(n@j)/om, j]
assert abs(q@g@J) < 1e-12 and abs(eL@g@J + lam/om*(n@j)) < 1e-12

# frequency integral (Wick rotated), partial fractions, angular average
D0 = 0.4
val = quad(lambda t: D0/((t*t+om*om)*(t*t+D0*D0)), -np.inf, np.inf)[0]/(2*np.pi)
assert abs(val - 1/(2*om*(om+D0))) < 1e-7
o_, l_, d_ = sp.symbols('o l d', positive=True)
k2 = o_**2 - l_**2
assert sp.simplify((1-k2/d_**2)/(o_+d_) - l_**2/(o_**2*(o_+d_)) + k2*(o_-d_)/(o_**2*d_**2)) == 0
ct, cw = gl(-1, 1, 40)
assert abs(0.5*cw@(1-ct**2) - 2/3) < 1e-12

# virtual longitudinal+scalar photons, anharmonic oscillator, no dipole approximation, model c = 3
N = 140
a = np.diag(np.sqrt(np.arange(1., N)), 1)
X = (a+a.T)/np.sqrt(2); P = 1j*(a.T-a)/np.sqrt(2)
xs, U = np.linalg.eigh(X)
E, V = np.linalg.eigh((P@P).real/2 + U@np.diag(xs**2/2 + 0.1*xs**4)@U.T)
k, cm, lm = 1.3, 3.0, 4.0
omm = np.hypot(cm*k, lm)
ex = U@np.diag(np.exp(-1j*k*xs))@U.T
rho = V.T@ex@V; cur = V.T@(P@ex+ex@P)@V/2
for s in (0, 1, 2):
    De = E-E[s]; r2 = abs(rho[:, s])**2; j2 = abs(cur[:, s])**2
    assert np.max(abs(De[:20]*rho[:20, s] + k*cur[:20, s])) < 1e-7
    assert abs(De@r2 - k*k/2) < 1e-7
    direct = np.sum((j2 - cm**2*r2)/(omm+De))
    formula = lm**2/omm**2*np.sum(j2/(omm+De)) - cm**2*(omm-k*k/2)/omm**2
    assert abs(direct-formula) < 1e-7
    print(f"oscillator state {s}: direct {direct:.9f}, longitudinal form {formula:.9f} (a.u.)")

# mass renormalization, finite parts in units alpha*lam (rest) and alpha^3*lam*p^2 (kinetic)
fT = quad(lambda x: x*x/(1+x*x)-1, 0, np.inf)[0]
fL = quad(lambda x: x*x/(1+x*x)**2, 0, np.inf)[0]
rest = fT/np.pi; kin = -(2*fT/3+fL/3)/np.pi; kinT = -(2*fT/3)/np.pi
assert abs(rest - 0.5*np.expm1(-1e-7)/1e-7) < 1e-6
assert abs(kin + rest/2) < 1e-7 and abs(kinT + rest/2) > 0.05
print(f"rest-energy shift {rest:.6f} alpha*lam; p^2 term {kin:.6f}, transverse only {kinT:.6f} alpha^3*lam")

# the two soft integrals, lam = 1, kap = sinh(u)
K = 1e4
u, uw = gl(0, np.arcsinh(K), 200)
sh, ch = np.sinh(u), np.cosh(u)
IT = uw@(sh**2/ch**2); IL = 0.5*uw@(sh**2/ch**4)
cT = IT - np.log(2*K); const = -(cT+IL)
assert abs(cT+1) < 1e-7 and abs(IL-1/6) < 1e-7 and abs(const-5/6) < 1e-7
ratio = np.exp(5/6)/2
print(f"transverse constant {cT:.6f}, longitudinal {IL:.6f}, ln(2eps/lam) {const:.6f}")
print(f"eps/lam {np.exp(const)/2:.6f}; transverse only {np.exp(-cT)/2:.6f}")

# remainder delta(x), x = Delta/lam, lam/om = sin(theta)
th, tw = gl(0, np.pi/2, 80)
y = np.sin(th); oneW = 1-np.cos(th)*(1+y*y/2)
def delta(x):
    x = np.atleast_1d(x)
    return (1/(1+np.outer(x, y)))@(tw*oneW*np.cos(th)/y) - np.log1p((ratio-1)/(1+x))
assert abs(delta(0.0)[0]) < 1e-12
slope = (delta(1e-4)[0]-delta(-1e-4)[0])/2e-4
assert abs(slope-(9*np.pi/32-1/ratio)) < 1e-6
xt = 0.3
Ilam = uw@(sh**2/ch*(1+0.5/ch**2)/(ch+xt))
assert abs(np.log((K+xt)/(ratio+xt)) - Ilam - delta(xt)[0]) < 1e-6
print(f"delta'(0) {slope:.6f}; delta(0.3) {delta(xt)[0]:.6f}; max delta {delta(np.logspace(-2,2,400)).max():.6f}")

# soft real emission from the covariant eikonal current
def brems_const(b):
    den = ch[:, None] - b*sh[:, None]*ct
    J0 = 1/den - 1/ch[:, None]
    massive = uw@(sh**2*((b*b/den**2 - J0**2)@cw))
    massless = (b*b/(1-b*ct)**2 - (1/(1-b*ct)-1)**2)@cw
    return np.log(2*K) - massive/massless
assert abs(brems_const(0.01)-5/6) < 1e-4
assert abs((brems_const(0.05)-5/6)/0.05**2 - 3/25) < 3e-3
assert brems_const(0.5)-5/6 > 0.02
for b in (0.01, 0.05, 0.5):
    print(f"emission constant at beta={b}: {brems_const(b):.6f}")

# hydrogen 1s, road one: Sturmian series, t = 1/gamma
LD = np.longdouble
def G_t(t):
    t = LD(t); ga = 1/t
    m = np.arange(2, int(14/float(t))+30).astype(LD)
    S = np.sum((m**3-m)*np.exp(-4*np.arctanh(t)*(m-2))/(m*ga-1))
    return 1 - (ga*ga-1)/2*64*ga**4/(1+ga)**8*S
def G_w(w): return float(G_t(1/np.sqrt(1+2*LD(w))))
def intG(w):
    t, ww = gl(1/np.sqrt(1+2*w), 1, 60)
    return sum(wi*float(G_t(ti))/ti**3 for ti, wi in zip(t, ww))
t, ww = gl(0, 1, 100)
lnk0 = -0.5*sum(wi*float((G_t(ti)-4*LD(ti)**2)/LD(ti)**3) for ti, wi in zip(t, ww))

# road two: oscillator-strength spectrum 1s -> np and continuum
nn = np.arange(2., 20001)
fb = 256*nn**5/(3*(nn*nn-1)**4)*np.exp(2*nn*np.log1p(-2/(nn+1)))
s0, sw0 = gl(0, 1, 16)
s = np.concatenate([s0+i for i in range(-10, 30)]); sw = np.tile(sw0, 40)
kk = np.exp(s)
fc = sw*kk**2*256/3*np.exp(-4*np.arctan(kk)/kk)/((1+kk*kk)**4*(-np.expm1(-2*np.pi/kk)))
f = np.r_[fb, fc]; Dn = np.r_[0.5-0.5/nn**2, (1+kk*kk)/2]
wt = 1.5*f*Dn**2
r12 = quad(lambda r: 2*r*np.exp(-r)*r*r*r*np.exp(-r/2)/np.sqrt(24), 0, 60)[0]
assert abs(fb[0] - 2/3*0.375*r12**2) < 1e-9
assert abs(f.sum()-1) < 1e-7 and abs(wt.sum()-2*np.pi/np.pi) < 1e-7
for w in (0.01, 1.0, 30.0, 1e3, 1e5):
    assert abs(G_w(w)/np.sum(wt/(Dn+w)) - 1) < 1e-6
assert abs(lnk0 - 0.5*wt@np.log(2*Dn)) < 1e-5
tail = (G_w(1e7)-2e-7)*1e7**1.5
assert abs(tail/(-4*np.sqrt(2)) - 1) < 0.02
Bint = 0.5*(Beta(.25, 1.5)+0.5*Beta(1.25, 1.5))
coef = -2*np.sqrt(2)*(2/np.sqrt(ratio)-Bint)
seen = 0.5*wt@delta(Dn/1e8)*1e4
assert abs(seen/coef-1) < 0.02
print(f"sum |p|^2 Delta {wt.sum():.7f} a.u.; (G-2/w) w^1.5 at w=1e7 hartree {tail:.4f}")
print(f"(D-C)/2*sqrt(lam) at lam=1e8 hartree {seen:.5f}, asymptotic law {coef:.5f}")

# worked example
Ha = pc['Hartree energy in eV'][0]; MHz = qe/h/1e6
lam_eV = 500.0; L = lam_eV/Ha
eps, epsT = ratio*L, np.e/2*L
D = intG(L) + sum(wi*oi*ci/yi**2*L*G_w(L/yi) for wi, oi, ci, yi in zip(tw, oneW, np.cos(th), y))
C, CT = intG(eps), intG(epsT)
assert abs(C - wt@np.log1p(eps/Dn)) < 1e-6
assert abs(D - C - wt@delta(Dn/L)) < 1e-6
assert abs(D-C)/2 < 0.01 and abs(D-CT) > 5*abs(D-C)
kbar = np.exp(lnk0)/2
big = 1e8
assert abs(0.5*wt@np.log1p(big/Dn) - np.log(big/kbar)) < 1e-3
pref = 2*alpha**3/(3*np.pi)*Ha
print(f"1/alpha {1/alpha:.6f}; hartree {Ha:.6f} eV; alpha m c^2 {Ha/alpha:.1f} eV")
print(f"Bohr radius {pc['Bohr radius'][0]*1e10:.6f} A; range hbar c/lam {hbar*clight/(qe*lam_eV)*1e10:.4f} A")
print(f"lam {lam_eV:.1f} eV; eps {eps*Ha:.3f} eV; transverse-only eps {epsT*Ha:.3f} eV")
print(f"Bethe logarithm ln(2 kbar) {lnk0:.5f}; kbar {kbar*Ha:.2f} eV")
print(f"energy per unit logarithm 4 alpha^3/(3 pi): {2*pref:.5e} eV")
print(f"logs: D/2 {D/2:.6f}, C/2 {C/2:.6f}, C_T/2 {CT/2:.6f}, ln(eps/kbar) {np.log(eps/kbar):.6f}")
print(f"log differences: (D-C)/2 {(D-C)/2:.6f}, (D-C_T)/2 {(D-CT)/2:.6f}")
print(f"bridge D {pref*D:.5e} eV = {pref*D*MHz:.2f} MHz")
print(f"cutoff C, constant 5/6: {pref*C:.5e} eV = {pref*C*MHz:.2f} MHz")
print(f"cutoff C, constant 1: {pref*CT:.5e} eV = {pref*CT*MHz:.2f} MHz")
print(f"asymptote {2*pref*np.log(eps/kbar):.5e} eV")
print(f"longitudinal 1/6 for 1s: {2*pref*IL:.5e} eV = {2*pref*IL*MHz:.2f} MHz")
print("all assertions hold")
```

Printed output:

```
oscillator state 0: direct -1.301277594, longitudinal form -1.301277594 (a.u.)
oscillator state 1: direct -1.207875769, longitudinal form -1.207875769 (a.u.)
oscillator state 2: direct -1.068013993, longitudinal form -1.068013993 (a.u.)
rest-energy shift -0.500000 alpha*lam; p^2 term 0.250000, transverse only 0.333333 alpha^3*lam
transverse constant -1.000000, longitudinal 0.166667, ln(2eps/lam) 0.833333
eps/lam 1.150488; transverse only 1.359141
delta'(0) 0.014377; delta(0.3) 0.002850; max delta 0.004764
emission constant at beta=0.01: 0.833345
emission constant at beta=0.05: 0.833634
emission constant at beta=0.5: 0.869090
sum |p|^2 Delta 2.0000000 a.u.; (G-2/w) w^1.5 at w=1e7 hartree -5.6378
(D-C)/2*sqrt(lam) at lam=1e8 hartree 0.02338, asymptotic law 0.02343
1/alpha 137.035999; hartree 27.211386 eV; alpha m c^2 3728.9 eV
Bohr radius 0.529177 A; range hbar c/lam 3.9465 A
lam 500.0 eV; eps 575.244 eV; transverse-only eps 679.570 eV
Bethe logarithm ln(2 kbar) 2.98413; kbar 268.97 eV
energy per unit logarithm 4 alpha^3/(3 pi): 4.48782e-06 eV
logs: D/2 1.661894, C/2 1.659692, C_T/2 1.768209, ln(eps/kbar) 0.760177
log differences: (D-C)/2 0.002202, (D-C_T)/2 -0.106315
bridge D 7.45828e-06 eV = 1803.40 MHz
cutoff C, constant 5/6: 7.44840e-06 eV = 1801.02 MHz
cutoff C, constant 1: 7.93540e-06 eV = 1918.77 MHz
asymptote 3.41154e-06 eV
longitudinal 1/6 for 1s: 7.47970e-07 eV = 180.86 MHz
all assertions hold
```
